# Dispersion Forces and the Rotating-Wave Approximation: test program

```python
"""
Result under test: two ground-state atoms in vacuum, coupled by -d.E only,
have no interaction in the rotating-wave approximation (RWA).  The true
fourth-order energy is a sum of three classes of time orderings.  All begin
and end with a counter-rotating vertex; only one class is purely
counter-rotating, and its share vanishes at short and at long distance.

Symbols (Hartree atomic units):
  E      excitation energy of each atom (s ground state, three p states)
  d      Cartesian transition dipole,  alpha0 = 2 d^2 / E
  R, c   distance and speed of light,  x = E R / c
  class "photons": middle state has both atoms down and two photons
  class "atoms"  : middle state has both atoms up and no photon
  class "both"   : middle state has both atoms up and two photons
  U = -d^4 S / (pi^2 c R^5), S being the sum of the three class integrals
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

C = 1.0 / const.fine_structure
HARTREE_EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
CLASSES = ("photons", "atoms", "both")


# ---------- time orderings, found by following the state ----------
def enumerate_orderings():
    names = {(0, 2): "photons", (2, 0): "atoms", (2, 2): "both"}
    found = []
    for partner in ("B1", "B2"):
        other = "B2" if partner == "B1" else "B1"
        photon = {"A1": 0, partner: 0, "A2": 1, other: 1}
        for order in permutations(("A1", "A2", "B1", "B2")):
            if order.index("A1") > order.index("A2"):
                continue
            if order.index("B1") > order.index("B2"):
                continue
            excited, flying = 0, [0, 0]
            states, counter = [], []
            for vertex in order:
                p = photon[vertex]
                emits = flying[p] == 0
                rises = vertex[1] == "1"
                counter.append(emits == rises)
                flying[p] = 1 if emits else 0
                excited += 1 if rises else -1
                states.append((excited, flying[0], flying[1]))
            assert states[-1] == (0, 0, 0)
            middle = states[1]
            name = names[(middle[0], middle[1] + middle[2])]
            found.append((name, states[:3], counter))
    return found


ORDERINGS = enumerate_orderings()
assert len(ORDERINGS) == 12
for name, _, counter in ORDERINGS:
    assert counter[0] and counter[3]
    assert counter[1] == counter[2] == (name == "both")
class_count = {n: sum(o[0] == n for o in ORDERINGS) for n in CLASSES}


def kernel(name, energy, w1, w2):
    """Sum of 1/(D1 D2 D3) over the orderings of one class."""
    total = 0.0
    for label, states, _ in ORDERINGS:
        if label == name:
            product = 1.0
            for n, p1, p2 in states:
                product = product * (n * energy + p1 * w1 + p2 * w2)
            total = total + 1.0 / product
    return total


# ---------- exact diagonalization of a few-mode model ----------
MODE_W = np.array([0.5, 0.9, 1.4])
SHAPE_A = np.array([1.0, 0.7, -0.5])
SHAPE_B = np.array([0.8, -0.6, 0.3])
LEVELS = 4


def embed(operator, site):
    dims = [2, 2, LEVELS, LEVELS, LEVELS]
    result = np.eye(1)
    for j, n in enumerate(dims):
        result = np.kron(result, operator if j == site else np.eye(n))
    return result


raise_2 = np.array([[0.0, 0.0], [1.0, 0.0]])
lower_n = np.diag(np.sqrt(np.arange(1.0, LEVELS)), 1)
UP = [embed(raise_2, j) for j in range(2)]
ANN = [embed(lower_n, j + 2) for j in range(3)]
H_FREE = sum(u @ u.T for u in UP)
H_FREE = H_FREE + sum(w * a.T @ a for w, a in zip(MODE_W, ANN))


def coupling_matrices(shape, atom):
    rot = sum(g * UP[atom] @ a for g, a in zip(shape, ANN))
    cnt = sum(g * UP[atom] @ a.T for g, a in zip(shape, ANN))
    return rot + rot.T, cnt + cnt.T


ROT_A, CNT_A = coupling_matrices(SHAPE_A, 0)
ROT_B, CNT_B = coupling_matrices(SHAPE_B, 1)


def model_interaction(strength, use_rot, use_cnt):
    va = strength * (use_rot * ROT_A + use_cnt * CNT_A)
    vb = strength * (use_rot * ROT_B + use_cnt * CNT_B)

    def lowest(v):
        return np.linalg.eigvalsh(H_FREE + v)[0]
    return lowest(va + vb) - lowest(va) - lowest(vb) + lowest(0 * va)


def fourth_order_coefficient(use_rot, use_cnt, strength=0.03):
    # Richardson step removes the next order in the coupling strength
    r1 = model_interaction(strength, use_rot, use_cnt) / strength**4
    half = strength / 2
    r2 = model_interaction(half, use_rot, use_cnt) / half**4
    return (4 * r2 - r1) / 3


pair = SHAPE_A * SHAPE_B
model_class = {n: -pair @ kernel(n, 1.0, MODE_W[:, None],
                                 MODE_W[None, :]) @ pair
               for n in CLASSES}
diag_full = fourth_order_coefficient(1, 1)
diag_counter = fourth_order_coefficient(0, 1)
sum_full = sum(model_class.values())
assert abs(diag_full / sum_full - 1) < 1e-3
assert abs(diag_counter / model_class["both"] - 1) < 1e-3

strength_rwa = 0.03
h_rwa = H_FREE + strength_rwa * (ROT_A + ROT_B)
levels_rwa = np.linalg.eigvalsh(h_rwa)
levels_free = np.linalg.eigvalsh(H_FREE)
rwa_ground = levels_rwa[0]
rwa_other_shift = np.max(np.abs(levels_rwa - levels_free))
assert abs(rwa_ground) < 1e-12
assert rwa_other_shift > 1e-3      # excited sectors do feel the coupling


# ---------- class integrals in free space ----------
nodes, weights = np.polynomial.legendre.leggauss(240)
t_nodes = (nodes + 1) / 2
Y = t_nodes / (1 - t_nodes)
W = weights / 2 / (1 - t_nodes)**2
MULT = np.array([1.0, 2.0])        # one zz and two transverse components


def photon_factor(y):
    s = 1 + y * y
    return np.array([4 / s**2, 4 * (y * y - 1) / s**3])


def class_integrals(x, damping=0.0):
    decay = np.exp(-x * Y)
    shifted = photon_factor(Y[:, None] + Y[None, :] + damping)
    p = shifted @ (W * decay)
    q = shifted @ (W * Y * decay)
    f = photon_factor(Y + damping)
    core = MULT @ (p**2 + q * f)
    return {"photons": 2 * np.sum(W * core),
            "atoms": 2 / x * (MULT @ (f @ (W * decay))**2),
            "both": 2 * np.sum(W * np.exp(-2 * x * Y) * core)}


# Direct double integral over wavenumbers, with the transverse projector
# averaged over directions and a convergence factor for each photon.
gn, gw = np.polynomial.legendre.leggauss(300)
q_nodes, q_weights = 40 * (gn + 1), 40 * gw
mu, mw = np.polynomial.legendre.leggauss(100)
phase = np.cos(q_nodes[:, None] * mu[None, :])
tau = np.array([phase @ (mw * (1 - mu**2)) / 2,
                phase @ (mw * (1 + mu**2)) / 4])
damp, x_test = 0.5, 1.0
mode_part = q_weights * q_nodes**3 * np.exp(-damp * q_nodes) * tau
f_direct = mode_part.sum(axis=1)
assert np.allclose(f_direct, photon_factor(damp), rtol=1e-7)
damped = class_integrals(x_test, damp)
class_error = 0.0
for name in CLASSES:
    g = kernel(name, x_test, q_nodes[:, None], q_nodes[None, :])
    direct = sum(m * (v @ g @ v) for m, v in zip(MULT, mode_part))
    class_error = max(class_error, abs(direct / damped[name] - 1))
assert class_error < 1e-6


# ---------- comparison with the Casimir-Polder integral ----------
E, D = 0.4, 1.0
ALPHA0 = 2 * D**2 / E
C6 = 3 * D**4 / E


def ordering_energy(r):
    parts = class_integrals(E * r / C)
    total = sum(parts.values())
    shares = {n: parts[n] / total for n in CLASSES}
    return -D**4 * total / (np.pi**2 * C * r**5), shares


def casimir_polder(r):
    x = E * r / C

    def integrand(v):
        poly = v**4 + 2 * v**3 + 5 * v**2 + 6 * v + 3
        return np.exp(-2 * v) * poly / (1 + (v / x)**2)**2
    edges = (0.0, min(x, 1.0), max(x, 1.0), np.inf)
    value = sum(quad(integrand, a, b, epsabs=1e-12, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return -ALPHA0**2 * C * value / (np.pi * r**7)


table = []
cp_error = 0.0
for r in (10.0, 100.0, 1000.0, 10000.0, 100000.0):
    energy, shares = ordering_energy(r)
    cp_error = max(cp_error, abs(energy / casimir_polder(r) - 1))
    table.append((r, E * r / C, energy, shares))
assert cp_error < 1e-6

# ---------- limiting laws ----------
x_near, x_far = 1e-4, 1e3
u_near, share_near = ordering_energy(x_near * C / E)
u_far, share_far = ordering_energy(x_far * C / E)
near_slope = 4 / (3 * np.pi)
far_slope = 96 / (23 * np.pi)
assert abs(u_near / (-C6 / (x_near * C / E)**6) - 1) < 1e-3
far_law = -23 * C * ALPHA0**2 / (4 * np.pi * (x_far * C / E)**7)
assert abs(u_far / far_law - 1) < 1e-3
for name in ("photons", "both"):
    assert abs(share_near[name] / x_near / near_slope - 1) < 0.01
for name in ("atoms", "both"):
    assert abs(share_far[name] * x_far / far_slope - 1) < 0.01

# ---------- largest purely counter-rotating share ----------


def both_share(log_x):
    parts = class_integrals(np.exp(log_x))
    return parts["both"] / sum(parts.values())


scan = np.array([both_share(z) for z in np.linspace(-6, 6, 49)])
turns = np.count_nonzero(np.diff(np.sign(np.diff(scan))))
assert turns == 1                  # one maximum in the scanned range
best = minimize_scalar(lambda z: -both_share(z), bounds=(-6, 6),
                       method="bounded", options={"xatol": 1e-7})
x_peak, share_peak = np.exp(best.x), -best.fun
assert share_peak >= scan.max() - 1e-10


# ---------- static dipole-dipole coupling of two s-p atoms ----------
def static_energy(r, keep_pair_terms):
    dip = np.zeros((3, 4, 4))
    for i in range(3):
        dip[i, 0, i + 1] = dip[i, i + 1, 0] = D
    v = sum(s * np.kron(m, m) for s, m in zip((1, 1, -2), dip)) / r**3
    one = np.diag([0.0, 1.0, 1.0, 1.0])
    count = np.diag(np.kron(one, np.eye(4)) + np.kron(np.eye(4), one))
    if not keep_pair_terms:
        v = v * (count[:, None] == count[None, :])
    return np.linalg.eigvalsh(np.diag(E * count) + v)[0]


R_STATIC = 30.0
static_full = static_energy(R_STATIC, True)
static_rwa = static_energy(R_STATIC, False)
assert abs(static_full / (-C6 / R_STATIC**6) - 1) < 1e-5
assert abs(static_rwa) < 1e-14

# ---------- printed results ----------
print("FEW-MODE MODEL (energies in units of the atomic excitation energy)")
print("mode frequencies:", *MODE_W)
print("coupling shape, atom A:", *SHAPE_A)
print("coupling shape, atom B:", *SHAPE_B)
print(f"coupling strength for RWA levels: {strength_rwa}")
print(f"RWA ground-level shift is zero within 1e-12: {abs(rwa_ground)<1e-12}")
print(f"largest RWA shift of the other levels: {rwa_other_shift:.4f}")
print("interaction energy / strength^4:")
print(f"  all vertices, diagonalization: {diag_full:.5f}")
print(f"  all vertices, twelve orderings: {sum_full:.5f}")
print(f"  counter-rotating only, diagonalization: {diag_counter:.5f}")
print(f"  counter-rotating only, orderings: {model_class['both']:.5f}")
print("orderings per class (photons, atoms, both):",
      *[class_count[n] for n in CLASSES])
print("FREE SPACE, MODEL ATOMS")
print(f"excitation energy E: {E} hartree")
print(f"transition dipole d: {D} a.u.")
print(f"speed of light c: {C:.4f} a.u.")
print(f"static polarizability: {ALPHA0:.3f} a.u.")
print(f"London coefficient C6: {C6:.3f} a.u.")
print(f"reduced wavelength c/E: {C / E:.2f} bohr")
print("R (bohr) | x | U (hartree) | U/U_London | shares photons, atoms, both")
for r, x, energy, shares in table:
    ratio = energy / (-C6 / r**6)
    print(f"{r:.0f} | {x:.5f} | {energy:.5e} | {ratio:.6f} | "
          + ", ".join(f"{shares[n]:.5f}" for n in CLASSES))
print(f"U at R = {table[2][0]:.0f} bohr: {table[2][2]*HARTREE_EV:.4e} eV")
print(f"largest share of class both: {share_peak:.5f}")
print(f"  at x = {x_peak:.4f}, R = {x_peak*C/E:.2f} bohr"
      f" = {x_peak*C/E*BOHR_NM:.3f} nm")
print(f"near-limit share / x, law: {near_slope:.5f}")
print(f"  computed for class both at x = {x_near}:"
      f" {share_near['both']/x_near:.5f}")
print(f"far-limit share * x, law: {far_slope:.5f}")
print(f"  computed for class both at x = {x_far:.0f}:"
      f" {share_far['both']*x_far:.5f}")
print(f"STATIC DIPOLE COUPLING at R = {R_STATIC:.0f} bohr")
print(f"  whole coupling, diagonalization: {static_full:.5e} hartree")
print(f"  London formula: {-C6/R_STATIC**6:.5e} hartree")
print(f"  without pair terms, zero within 1e-14: {abs(static_rwa)<1e-14}")
print("LARGEST RELATIVE DIFFERENCES")
print(f"class integrals against direct mode integrals: {class_error:.1e}")
print(f"sum of classes against Casimir-Polder integral: {cp_error:.1e}")
print("all tests passed")
```

It prints:

```
FEW-MODE MODEL (energies in units of the atomic excitation energy)
mode frequencies: 0.5 0.9 1.4
coupling shape, atom A: 1.0 0.7 -0.5
coupling shape, atom B: 0.8 -0.6 0.3
coupling strength for RWA levels: 0.03
RWA ground-level shift is zero within 1e-12: True
largest RWA shift of the other levels: 0.0275
interaction energy / strength^4:
  all vertices, diagonalization: -0.70054
  all vertices, twelve orderings: -0.70055
  counter-rotating only, diagonalization: -0.10649
  counter-rotating only, orderings: -0.10649
orderings per class (photons, atoms, both): 4 4 4
FREE SPACE, MODEL ATOMS
excitation energy E: 0.4 hartree
transition dipole d: 1.0 a.u.
speed of light c: 137.0360 a.u.
static polarizability: 5.000 a.u.
London coefficient C6: 7.500 a.u.
reduced wavelength c/E: 342.59 bohr
R (bohr) | x | U (hartree) | U/U_London | shares photons, atoms, both
10 | 0.02919 | -7.49796e-06 | 0.999728 | 0.01211, 0.97599, 0.01190
100 | 0.29189 | -7.34986e-12 | 0.979981 | 0.10216, 0.80991, 0.08793
1000 | 2.91894 | -4.41481e-18 | 0.588642 | 0.47854, 0.32608, 0.19538
10000 | 29.18941 | -6.22979e-25 | 0.083064 | 0.91043, 0.04512, 0.04445
100000 | 291.89410 | -6.26995e-32 | 0.008360 | 0.99090, 0.00455, 0.00455
U at R = 1000 bohr: -1.2013e-16 eV
largest share of class both: 0.19879
  at x = 2.2411, R = 767.78 bohr = 40.629 nm
near-limit share / x, law: 0.42441
  computed for class both at x = 0.0001: 0.42435
far-limit share * x, law: 1.32860
  computed for class both at x = 1000: 1.32857
STATIC DIPOLE COUPLING at R = 30 bohr
  whole coupling, diagonalization: -1.02881e-08 hartree
  London formula: -1.02881e-08 hartree
  without pair terms, zero within 1e-14: True
LARGEST RELATIVE DIFFERENCES
class integrals against direct mode integrals: 1.5e-14
sum of classes against Casimir-Polder integral: 3.1e-13
all tests passed
```
